**Diaelastic polarisability of a defect: supercell stiffness, fixed-cell dipole and $R^{-6}$ interaction**

A defect with dipole $P=P^0+\alpha:\varepsilon$ changes the elastic constants of a cell of volume $V$ by $-\alpha/V$ and the fixed-cell dipole by $\alpha\Lambda P^0/V$ at leading order, where $\Lambda:P/V$ is the strain due to the periodic images. The program uses a harmonic simple cubic spring crystal with eighteen softened, lengthened bonds at one site. It relaxes supercells of 64 to 1000 atoms, differentiates their energies, and asserts that in the largest cell these agree with the formulas within stated tolerances. It also asserts that the size dependence on large periodic grids matches $\Lambda$ from an independent continuum sum. For two defects it separates the energy by its parity in one misfit and asserts the induced $R^{-6}$ coefficient along [100] and [111] to 3% after extrapolation in distance. It further asserts the direct $R^{-3}$ coefficient for uniaxial dipoles and an exponent near $-5$ for the direct term between dilatation centres. The output shows polarisabilities of 73.4, 30.6 and 30.3 eV for dilatation and the two shears, and extrapolated induced-energy ratios of 0.998 and 0.996. It also shows that the direct lattice term between dilatation centres exceeds the induced one at 54 Å.

## Check in Python

```python
"""Diaelastic polarisability of a point defect in a harmonic crystal.

Result under test: a defect with dipole P = P0 + alpha:strain, one per cubic
cell of volume V, gives in each cubic strain channel c
    C_eff = C - (alpha/V) / (1 - alpha*Lam/V),
    P_cell = P0 / (1 - alpha*Lam/V)      (cell held at zero mean strain),
and two such defects have an induced energy -6*alpha*A^2/R^6,
A = p/(4 pi M), for dipoles p*identity in an isotropic host.
alpha : polarisability eigenvalue (eV);  p : dipole (eV)
Lam   : image-strain coefficient (A^3/eV);  M = lambda + 2 mu (eV/A^3)
Channels: A = dilatation, E = tetragonal shear, T = yz-type shear.
Host: simple cubic, equal first- and second-neighbour springs.
Defect: the 18 bonds of one site are softened and want to be longer.
"""
import numpy as np
from scipy import constants, linalg, sparse

a = 3.0            # lattice parameter, A
k = 1.5            # host spring, eV/A^2
soft = 0.5         # defect spring / host spring
delta = 0.2        # extra natural length of defect bonds, A
mu = lam = k / a
M = lam + 2 * mu
dk = (soft - 1) * k

half = np.array([(1, 0, 0), (0, 1, 0), (0, 0, 1), (0, 1, 1), (0, 1, -1),
                 (1, 0, 1), (1, 0, -1), (1, 1, 0), (1, -1, 0)])
star = np.concatenate([half, -half])
channels = {"A": np.eye(3) / np.sqrt(3),
            "E": np.diag([2.0, -1.0, -1.0]) / np.sqrt(6),
            "T": np.array([[0, 0, 0], [0, 0, 1.0], [0, 1.0, 0]]) / np.sqrt(2)}
names = list(channels)
C_host = np.array([3 * lam + 2 * mu, 2 * mu, 2 * mu])


def unit(v):
    return v / np.linalg.norm(v, axis=1)[:, None]


def elongation(vec, tensor):
    """Bond elongation under a homogeneous strain tensor."""
    n = unit(vec)
    return a * np.linalg.norm(vec, axis=1) * np.einsum(
        "bi,ij,bj->b", n, tensor, n)


def direct_supercell(N, softness, misfit_length):
    """Relax all atoms at several strains; differentiate the energies."""
    sites = np.array(list(np.ndindex(N, N, N)))
    start = np.repeat(sites, len(half), axis=0)
    vec = np.tile(half, (N**3, 1))
    index = np.array([N * N, N, 1])
    i, j = start @ index, ((start + vec) % N) @ index
    n, nb = unit(vec), len(vec)
    rows = np.repeat(np.arange(nb), 3)
    ci = (3 * i[:, None] + np.arange(3)).ravel()
    cj = (3 * j[:, None] + np.arange(3)).ravel()
    B = sparse.coo_matrix(
        (np.r_[n.ravel(), -n.ravel()], (np.r_[rows, rows], np.r_[cj, ci])),
        shape=(nb, 3 * N**3)).tocsr()[:, 3:]       # first atom is pinned
    at_defect = (i == 0) | (j == 0)
    stiff = np.where(at_defect, softness * k, k)
    misfit = np.where(at_defect, misfit_length, 0.0)
    h = 0.01
    strains = [np.zeros((3, 3))]
    for c in names:
        strains += [h * channels[c], -h * channels[c]]
    load = np.array([elongation(vec, s) - misfit for s in strains]).T
    H = (B.T @ sparse.diags(stiff) @ B).toarray()
    u = linalg.solve(H, -(B.T @ (stiff[:, None] * load)), assume_a="pos")
    E = 0.5 * np.sum(stiff[:, None] * (load + B @ u)**2, axis=0)
    V = (N * a)**3
    C = np.array([E[1 + 2*m] + E[2 + 2*m] - 2*E[0] for m in range(3)])/h**2/V
    p = -(E[1] - E[2]) / (2 * h) / np.sqrt(3)
    return C, p


def lattice_green(N):
    """Static displacement response of the perfect periodic crystal."""
    q = 2 * np.pi * np.fft.fftfreq(N)
    qx, qy, qz = q[:, None, None], q[None, :, None], q[None, None, :]
    pairs = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
    phi = [np.zeros((N, N, N)) for _ in pairs]
    for v, n in zip(half, unit(half)):
        w = 2 * k * (1 - np.cos(v[0] * qx + v[1] * qy + v[2] * qz))
        for f, (s, t) in zip(phi, pairs):
            if n[s] * n[t] != 0:
                f += n[s] * n[t] * w
    for f in phi[:3]:
        f[0, 0, 0] = 1.0
    xx, yy, zz, yz, xz, xy = phi
    cof = [yy*zz - yz**2, xx*zz - xz**2, xx*yy - xy**2,
           xy*xz - xx*yz, xy*yz - yy*xz, xz*yz - zz*xy]
    det = xx * cof[0] + xy * cof[5] + xz * cof[4]
    G = np.empty((3, 3, N, N, N))
    for c, (s, t) in zip(cof, pairs):
        c /= det
        c[0, 0, 0] = 0.0                           # no rigid translation
        G[s, t] = np.fft.ifftn(c).real
        if s != t:
            G[t, s] = G[s, t]
    return G


def bond_response(G, separation=None):
    """Bond elongations caused by unit bond tensions, one or two defects."""
    start, vec = np.zeros_like(star), star
    if separation is not None:
        start = np.concatenate([start, start + np.array(separation)])
        vec = np.concatenate([star, star])
    end, n, N = start + vec, unit(vec), G.shape[-1]

    def block(p, q):
        d = (p[:, None] - q[None]) % N
        return G[:, :, d[..., 0], d[..., 1], d[..., 2]]

    diff = (block(end, end) - block(end, start)
            - block(start, end) + block(start, start))
    return np.einsum("ia,abij,jb->ij", n, diff, n)


D = np.array([elongation(star, channels[c]) for c in names]).T
force = soft * k * delta * np.ones(len(star))


def defect_response(g):
    """Polarisability eigenvalues and dipole from the bond response g."""
    A = np.eye(len(g)) + dk * g
    alpha = -dk * np.sum(D * np.linalg.solve(A, D), axis=0)
    p = D[:, 0] @ np.linalg.solve(A, force) / np.sqrt(3)
    return alpha, p


def image_coefficient(tensor):
    """Continuum image strain for a cubic array, zero mean strain."""
    r = np.arange(-32, 33)
    n = np.stack(np.meshgrid(r, r, r, indexing="ij"), -1).reshape(-1, 3)
    n = n[np.any(n != 0, axis=1)].astype(float)
    n2 = np.sum(n**2, axis=1)
    Vk = (n / np.sqrt(n2)[:, None]) @ tensor
    kVk = np.sum(Vk * n, axis=1) / np.sqrt(n2)
    kernel = np.sum(Vk**2, axis=1) / mu + kVk**2 * (1 / M - 1 / mu)
    mean = 1/(3*mu) + (2 + np.trace(tensor)**2) / 15 * (1/M - 1/mu)
    val = [np.sum(kernel * np.exp(-s * n2)) - mean * (np.pi / s)**1.5
           for s in (0.03, 0.06)]
    return 2 * val[0] - val[1]     # smoothing error is linear in the width


def pair_parts(g, f):
    """Interaction parts odd and even in the sign of one defect's misfit."""
    def energy(gg, ff):
        return -0.5 * ff @ np.linalg.solve(np.eye(len(gg)) + dk*gg, gg @ ff)
    same = energy(g, np.r_[f, f])
    opposite = energy(g, np.r_[f, -f])
    alone = energy(g[:len(f), :len(f)], f)
    return (same - opposite) / 2, (same + opposite) / 2 - 2 * alone


def to_infinity(R, ratio):
    """Remove the 1/R^2 correction using the two largest distances."""
    return (R[2]**2*ratio[2] - R[1]**2*ratio[1]) / (R[2]**2 - R[1]**2)


# Perfect crystal: stiffness from energies against lambda = mu = k/a
C_perfect, p_perfect = direct_supercell(4, 1.0, 0.0)
assert np.allclose(C_perfect, C_host, rtol=1e-9) and abs(p_perfect) < 1e-9

# Large periodic grids, then the infinite crystal by extrapolation
sizes = np.array([64, 96, 128])
seps = [(m, 0, 0) for m in (10, 14, 18)] + [(m, m, m) for m in (6, 8, 10)]
single, double = [], []
for N in sizes:
    G = lattice_green(N)
    single.append(bond_response(G))
    double.append([bond_response(G, s) for s in seps])
    del G
x = sizes[0] / sizes
weights = np.linalg.solve(np.array([x**0, x**3, x**5]), [1.0, 0.0, 0.0])
g_inf = np.tensordot(weights, np.array(single), axes=1)
g_pair = np.tensordot(weights, np.array(double), axes=1)
alpha, p0 = defect_response(g_inf)
assert np.all(alpha > 0)

# Image coefficients: continuum sum against lattice size dependence
Lam = np.array([image_coefficient(channels[c]) for c in names])
assert abs(Lam[0] + 1 / (3 * M)) < 1e-8
for N, g in zip(sizes, single):
    V = (N * a)**3
    alpha_N, p_N = defect_response(g)
    assert np.all(abs(V * (1/alpha - 1/alpha_N) - Lam) < 0.01 / mu)
    assert abs(V * (1 - p0 / p_N) / alpha[0] - Lam[0]) < 0.01 / mu
    if N == sizes[0]:
        Lam_lattice = V * (1/alpha - 1/alpha_N)

print("INPUT")
print(f"a = {a:.1f} A, spring = {k:.2f} eV/A^2")
print(f"defect spring ratio = {soft:.2f}, misfit = {delta:.2f} A")
print(f"lambda = mu = {mu:.3f}, M = {M:.3f} eV/A^3")
print(f"host K = {C_host[0]/3:.5f} eV/A^3, C' = C44 = {mu:.5f} eV/A^3")
print("ISOLATED DEFECT")
print(f"p0 = {p0:.5f} eV")
for c, v in zip(names, alpha):
    print(f"alpha_{c} = {v:.4f} eV")
print("IMAGE COEFFICIENTS (A^3/eV): continuum, lattice 64^3")
for c, v, w in zip(names, Lam, Lam_lattice):
    print(f"Lam_{c} = {v:.5f}, {w:.5f}")

# Directly relaxed supercells against the derived formulas
print("SUPERCELLS: direct, full formula (p in eV, C in eV/A^3)")
for N in (4, 6, 8, 10):
    V = (N * a)**3
    C_dir, p_dir = direct_supercell(N, soft, delta)
    C_for = C_host - alpha / V / (1 - alpha * Lam / V)
    p_for = p0 / (1 - alpha[0] * Lam[0] / V)
    if N == 6:
        al6, p6 = defect_response(bond_response(lattice_green(N)))
        assert np.allclose(V * (C_host - C_dir), al6, rtol=1e-6)
        assert abs(p_dir / p6 - 1) < 1e-7
    print(f"N={N}, V={V:.0f} A^3: p {p_dir:.5f}, {p_for:.5f}")
    print(f"  K  {C_dir[0]/3:.6f}, {C_for[0]/3:.6f}")
    print(f"  C' {C_dir[1]/2:.6f}, {C_for[1]/2:.6f}")
    print(f"  C44 {C_dir[2]/2:.6f}, {C_for[2]/2:.6f}")
soft_dir = V * (C_host - C_dir)
soft_for = V * (C_host - C_for)
assert np.all(abs(soft_dir / soft_for - 1) < 0.01)
assert np.all(abs(soft_dir - soft_for)[:2] < 0.5*abs(soft_dir - alpha)[:2])
assert abs(p_dir - p_for) < 0.5 * abs(p_dir - p0)
print("V*(C-C_eff) at N=10, A E T (eV): "
      + ", ".join(f"{v:.4f}" for v in soft_dir))

# Induced interaction of two identical defects in two directions
A_field = p0 / (4 * np.pi * M)
print(f"field amplitude A = {A_field:.5f} A^3")
R_all = a * np.linalg.norm(np.array(seps), axis=1)
parts = np.array([pair_parts(g, force) for g in g_pair])
for label, sl, al in (("[100]", slice(0, 3), alpha[1]),
                      ("[111]", slice(3, 6), alpha[2])):
    R, induced = R_all[sl], parts[sl, 1]
    C6 = 6 * al * A_field**2
    ratio = induced / (-C6 / R**6)
    limit = to_infinity(R, ratio)
    slope = np.log(induced[2] / induced[1]) / np.log(R[2] / R[1])
    assert abs(limit - 1) < 0.03 and abs(slope + 6) < 0.4
    print(f"PAIR {label}: C6 = {C6:.4f} eV A^6")
    for r, e, q in zip(R, induced, ratio):
        print(f"  R={r:.2f} A: E_ind={e:.4e} eV, ratio {q:.4f}")
    print(f"  ratio at infinite R {limit:.4f}, exponent {slope:.3f}")

# Direct interaction: no R^-3 term for dilatation centres in this host
direct = parts[:3, 0]
slope5 = np.log(direct[2] / direct[1]) / np.log(R_all[2] / R_all[1])
assert abs(slope5 + 5) < 0.5
print(f"direct energy [100], R={R_all[2]:.0f} A: {direct[2]:.4e} eV")
print(f"  exponent {slope5:.3f}")

# Uniaxial dipoles along the separation: direct R^-3 term returns
f_axis = force * unit(star)[:, 0]**2
tension = np.linalg.solve(np.eye(len(star)) + dk * g_inf, f_axis)
P_xx = tension @ elongation(star, np.diag([1.0, 0, 0]))
P_yy = tension @ elongation(star, np.diag([0, 1.0, 0]))
extra = P_xx - P_yy
C3 = (P_yy * extra / 3 + extra**2 / 2) / (np.pi * mu)
axial = np.array([pair_parts(g, f_axis)[0] for g in g_pair[:3]])
limit3 = to_infinity(R_all[:3], axial * R_all[:3]**3 / C3)
assert abs(limit3 - 1) < 0.03
print(f"uniaxial dipole: P_xx = {P_xx:.4f}, P_yy = {P_yy:.4f} eV")
print(f"  C3 = {C3:.4f} eV A^3, lattice/formula {limit3:.4f}")

hartree = constants.physical_constants["Hartree energy in eV"][0]
bohr = constants.physical_constants["Bohr radius"][0] / constants.angstrom
C6_100 = 6 * alpha[1] * A_field**2
print(f"alpha_A = {alpha[0]/hartree:.4f} hartree, "
      f"alpha_E = {alpha[1]/hartree:.4f} hartree")
print(f"C6 [100] = {C6_100/hartree/bohr**6:.4f} hartree bohr^6")
print("verified")
```

It prints:

```
INPUT
a = 3.0 A, spring = 1.50 eV/A^2
defect spring ratio = 0.50, misfit = 0.20 A
lambda = mu = 0.500, M = 1.500 eV/A^3
host K = 0.83333 eV/A^3, C' = C44 = 0.50000 eV/A^3
ISOLATED DEFECT
p0 = 3.74504 eV
alpha_A = 73.4053 eV
alpha_E = 30.6281 eV
alpha_T = 30.2969 eV
IMAGE COEFFICIENTS (A^3/eV): continuum, lattice 64^3
Lam_A = -0.22222, -0.22213
Lam_E = -1.23209, -1.23062
Lam_T = 0.00658, 0.00610
SUPERCELLS: direct, full formula (p in eV, C in eV/A^3)
N=4, V=1728 A^3: p 3.70794, 3.71002
  K  0.819313, 0.819306
  C' 0.491304, 0.491327
  C44 0.491269, 0.491233
N=6, V=5832 A^3: p 3.73466, 3.73459
  K  0.829149, 0.829149
  C' 0.497390, 0.497391
  C44 0.497403, 0.497402
N=8, V=13824 A^3: p 3.74068, 3.74062
  K  0.831565, 0.831565
  C' 0.498895, 0.498895
  C44 0.498904, 0.498904
N=10, V=27000 A^3: p 3.74280, 3.74278
  K  0.832428, 0.832428
  C' 0.499434, 0.499434
  C44 0.499439, 0.499439
V*(C-C_eff) at N=10, A E T (eV): 73.3615, 30.5871, 30.2964
field amplitude A = 0.19868 A^3
PAIR [100]: C6 = 7.2541 eV A^6
  R=30.00 A: E_ind=-9.2056e-09 eV, ratio 0.9251
  R=42.00 A: E_ind=-1.2672e-09 eV, ratio 0.9589
  R=54.00 A: E_ind=-2.8510e-10 eV, ratio 0.9745
  ratio at infinite R 0.9984, exponent -5.936
PAIR [111]: C6 = 7.1756 eV A^6
  R=31.18 A: E_ind=-6.8287e-09 eV, ratio 0.8739
  R=41.57 A: E_ind=-1.2843e-09 eV, ratio 0.9235
  R=51.96 A: E_ind=-3.4613e-10 eV, ratio 0.9494
  ratio at infinite R 0.9955, exponent -5.876
direct energy [100], R=54 A: -5.6714e-08 eV
  exponent -4.895
uniaxial dipole: P_xx = 2.4114, P_yy = 0.6668 eV
  C3 = 1.2157 eV A^3, lattice/formula 0.9998
alpha_A = 2.6976 hartree, alpha_E = 1.1256 hartree
C6 [100] = 12.1401 hartree bohr^6
verified
```
